Exact screening does not make GW exact in a Luttinger liquid

Take one empty electron level of energy ε₀ coupled to one oscillator of frequency Ω (ħ = 1):

  H = ε₀c†c + Ωb†b + g c†c (b + b†).

While the level is empty nothing disturbs the oscillator, so the interaction it carries is known exactly from the start. Now add the electron. With c†c = 1 and B = b + g/Ω,

  H = ε₀ − g²/Ω + Ω B†B.

The old oscillator vacuum obeys b|0⟩ = 0, hence B|0⟩ = (g/Ω)|0⟩. It is a coherent state of the new oscillator, and its overlap squared with the new ground state is

  Z = exp(−λ), λ = g²/Ω².

One-shot GW lets the electron emit one quantum and reabsorb it:

  Σ(ε) = g²/(ε − ε₀ − Ω).

The lowest pole, at ε₀ + x, solves x(x − Ω) = g², so x − Ω = −[Ω + √(Ω² + 4g²)]/2. Its weight is 1/(1 − Σ′) = 1/[1 + g²/(x − Ω)²]. At strong coupling x − Ω → −g and this weight tends to 1/2, while the true weight vanishes. The interaction was exact; the missing processes are those in which several quanta are in flight at once. A self-consistent G would restore the nested ones, but not those whose emissions and absorptions cross.

**The question**

The self-energy Σ = iGW has two ingredients. If W is taken from the random-phase approximation (RPA), it is in general not exact, and this is one source of error. Where RPA screening is exact, is GW exact too, at least once G is self-consistent?

The Tomonaga-Luttinger model puts this to the test. It has right and left movers with energies ±vk, each with an infinite filled sea, and densities ρ₊ and ρ₋ that are separately conserved. I take spinless fermions at zero temperature on a ring of length L, with

  H_int = (1/2L) Σ_{q≠0} V(q) ρ(q)ρ(−q), ρ = ρ₊ + ρ₋.

Let κ = 2π/L. Right-mover momenta are k = (j + ½)κ, filled for j < 0. The product ρρ is not normal ordered, which keeps the exchange energy antisymmetric about k = 0. "Exact" below means exact within this model.

**Why RPA is exact here**

For right movers ρ₊(q) = Σ_k c†_{k+q}c_k, and the fermion anticommutators give

  [ρ₊(−q), ρ₊(q)] = Σ_p (n_p − n_{p+q}).

Measured from the filled sea, the two sums cancel after a shift of p. What remains is the number of levels p that are filled while p + q is empty. For q = mκ > 0 this is m, a plain number. Linear dispersion also gives [H₀, ρ₊(q)] = vqρ₊(q), and ρ₊(−q) annihilates the sea. The densities are therefore free oscillator operators. Wick's theorem for oscillators says that connected averages of three or more of them vanish. For free fermions these averages are the closed loops, summed over the order of their legs.

The cancellation of all these loops together needs the straight band. An explicit level sum for a three-leg loop, with leg momenta 1, 2, −3 and imaginary frequencies 0.7, 1.1, −1.8 in level-spacing units and all six orderings added, gives 5×10⁻¹⁵, which is rounding error. With energies k + 0.1k² in units of the level spacing, the same loop is 0.38, counting only the Fermi point at k = 0. A curved band that is odd in k, such as k + 0.02k³, still cancels the three-leg loop but not the four-leg one.

Only the two-leg loop survives, and RPA chains of it give all the screening. Since m/L = q/2π, the two branches contribute at imaginary frequency

  Π₀ = (q/2π)[1/(iω − vq) − 1/(iω + vq)]
   = −(vq²/π)/(ω² + v²q²).

Then W = V/(1 − VΠ₀) becomes

  W = V(ω² + v²q²)/(ω² + u²q²), u² = v² + vV/π.

**What GW makes of the exact W**

Subtracting V gives

  W − V = −B_q · 2Ω_q/(ω² + Ω_q²),
  Ω_q = u|q|, B_q = V²v|q|/(2πu).

The GW self-energy is −(1/L)Σ_q∫(dω/2π) G₀(k−q)W(q). Consider the first empty level, k = κ/2, at energy ε = vκ/2 + δ with small δ. The denominator of G₀ is a − iω with a = δ + vq. For a > 0 the intermediate level is filled and for a < 0 it is empty, so the integral over real ω has the correct occupations. Closing the contour away from the pole of G₀ gives

  ∫(dω/2π) [2Ω/(ω² + Ω²)]/(a − iω) = 1/(a + Ω sgn a).

Pairing q with −q,

  Σ_c(δ) = (1/L)Σ_{q>0} B_q {1/[δ + (u+v)q] + 1/[δ − (u+v)q]}.

At δ = 0 the terms cancel. The exchange part, (1/L)Σ_q V(q)(½ − f_{k−q}), cancels too, since q > 0 leads to filled levels and q < 0 to empty ones. The pole stays at vκ/2. The slope there is

  −∂Σ/∂ε = (2/L)Σ_{q>0} B_q/[(u+v)²q²] ≡ S.

To simplify it, insert 1/L = q/(2πm):

  S = Σ_{m≥1} (1/m) V²v/[2π²u(u+v)²].

From the definition of u, V = π(u−v)(u+v)/v, so V² = π²(u−v)²(u+v)²/v² and

  S = Σ_{m≥1} (u_m−v)²/(2u_m v m), u_m = u(mκ).

One-shot GW with the exact W thus gives

  Z_GW = 1/(1 + S).

**The vertex that conservation requires**

The exact self-energy contains a vertex Γ beside GW. Here it can be found. Let a field φ act on the right movers:

  (−∂_τ + iv∂_x − iφ)G = δ.

Add a small total field δφ = e^{i(qx−ωτ)}, external plus induced. Because loops with three or more legs vanish, this does not change W. A phase ψ → e^{−iδθ}ψ absorbs the field if (∂_τ − iv∂_x)δθ = δφ, that is, δθ = −δφ/(iω − vq). Between points 1 and 2, therefore,

  δG(1,2) = −i[δθ(1) − δθ(2)]G(1,2).

By the definition of the vertex, the same change is iG(k)ΓG(k−q) in Fourier space. The phase at point 1 raises the outgoing momentum, leaving G(k−q); the phase at point 2 leaves G(k). Hence

  G(k)ΓG(k−q) = [G(k−q) − G(k)]/(iω − vq),

or, dividing by both functions,

  Γ = [G⁻¹(k) − G⁻¹(k−q)]/(iω − vq).

This is the Ward identity, with k and q standing for momentum and frequency together. For free fermions Γ = 1. If the transferred momentum goes to zero first and ω afterwards, it becomes 1 − ∂Σ/∂(iε), which at the quasiparticle pole equals 1/Z. For the smallest transfers, q of order κ on a ring, the vertex therefore grows as the quasiparticle weight falls, and GW omits that growth. At a fixed q it stays bounded as L grows: on the three long rings below, with k at the pole and ω = vq, |Γ| is 3.16, 4.38 and 6.09 at q = κ, close to 1/Z, but 2.51, 2.56 and 2.57 at q = 0.049 Å⁻¹.

Now put Γ into Σ = −(1/L)Σ_q∫(dω/2π)WG(k−q)Γ and multiply by G(k):

  ΣG = −(1/L)Σ_q∫(dω/2π) W[G(k−q) − G(k)]/(iω − vq).

The G(k) term vanishes, because W is even and 1/(iω − vq) odd under (q,ω) → (−q,−ω). Dyson's equation (iε − vk)G = 1 + ΣG then contains G alone. For τ > 0,

  (−∂_τ − vk)G(k,τ) = Σ_q M_q(τ)G(k−q,τ),
  M_q = −(1/L)∫(dω/2π) W e^{−iωτ}/(iω − vq).

With z = iω, W/(z − vq) = V(z + vq)/(z² − u²q²). Closing around z = u|q|, clockwise, gives

  M_q = (V/L)[(u + v sgn q)/(2u)] e^{−u|q|τ}.

**Solving for G**

In real space the convolution is a product: (−∂_τ + iv∂_x)G = MG away from the origin. Write G = G₀e^J, so that (−∂_τ + iv∂_x)J = M. On e^{iqx−u|q|τ} the operator gives u|q| − vq. Division, again with 1/L = |q|/(2πm), yields the coefficients

  q > 0: V(u+v)/[2uL(u−v)q] = (u+v)²/(4uvm) = (1+s)/m,
  q < 0: V(u−v)/[2uL(u+v)|q|] = (u−v)²/(4uvm) = s/m,

with s = (u−v)²/(4uv). A homogeneous solution h e^{iqx−vqτ}, q > 0, may be added. To fix h, do the same for τ < 0, where the pole at z = −u|q| gives the coefficient s/m for q > 0 and growing homogeneous terms are excluded. Continuity at τ = 0 requires (1+s)/m + h = s/m, so h = −1/m. Finally J(0,0) = 0, because the source in Dyson's equation has unit strength. This adds the constant −Σ2s/m, which is −S.

The free addition function is

  (1/L)e^{iκx/2−vκτ/2}/(1 − y), y = e^{iκx−vκτ},

and 1/(1−y) = exp Σy^m/m cancels the h terms. For adding a right mover this leaves, with q = mκ,

  G^>(x,τ) = (1/L)e^{iκx/2−vκτ/2} exp{−S + Σ_{m≥1}(1/m)[(1+s)e^{iqx−uqτ} + s e^{−iqx−uqτ}]}.

At k = κ/2 the slowest term in τ comes from replacing the exponential of the sum by 1. Its energy is vκ/2 and its weight is

  Z = exp(−S).

The same S appears in both results. GW has the right first-order term, −S, but its second-order term is S² where the exact one is S²/2. For a short-range V, s is nearly constant for qa ≪ 1, that is m ≪ L/(2πa), and negligible for qa ≫ 1, with a the range. Thus S grows as γ ln L, with

  γ = (u₀−v)²/(2u₀v), u₀ = u(0).

The exact weight falls as L^{−γ}; the GW weight falls as 1/(γ ln L).

**A short ring without bosons**

Let v = 5 eV Å, V(q) = V₀e^{−a|q|}, V₀ = 45 eV Å and a = 2 Å. These are round model parameters; in atomic units v = 0.347 and V₀ = 3.125. For a 15 Å ring the Hamiltonian was diagonalized among fermion configurations, truncated in excitation level, with 919 states at zero total momentum.

At q = κ and imaginary frequency 2 eV, the bare interaction is 19.47 eV Å. The screened one is 11.812 eV Å both from the eigenstates and from RPA, so W is right. The weight of the added particle from diagonalization is 0.9084. Here S = 0.0961, so

  exp(−0.0961) = 0.9084, 1/(1 + 0.0961) = 0.9123.

GW is 0.4% too high relative to the exact weight. The error is small because S is small, and it already lies outside W.

**Long rings**

The long-wave plasmon velocity follows from u₀² = 25 + 5×45/π, so u₀ = 9.83 eV Å. Then γ = (4.83)²/(2×9.83×5) = 0.237. Summing S numerically gives:

  L = 2048 Å: S = 1.1575, exact Z = 0.3143, GW Z = 0.4635
  L = 8192 Å: S = 1.4858, exact Z = 0.2263, GW Z = 0.4023
  L = 32768 Å: S = 1.8146, exact Z = 0.1629, GW Z = 0.3553

Between the last two lengths the exact exponent is (1.8146 − 1.4858)/ln 4 = 0.237, equal to γ at this precision. On the longest ring the GW weight is 2.2 times the exact one, and the ratio e^S/(1+S) grows without limit.

**The spectrum at the Fermi point**

At distances well beyond a on a long ring, the sums over m become logarithms and

  G^> ∝ (u₀τ − ix)^{−1−γ/2}(u₀τ + ix)^{−γ/2}.

Integrating over x at k = 0 and scaling x with τ gives G^>(k=0,τ) ∝ τ^{−γ}. Since this is ∫₀^∞A(ω)e^{−ωτ}dω, the exact spectral function is

  A(ω) ∝ ω^{γ−1}.

Evaluated on a very long ring, as the average over the two levels next to the Fermi point, the exact G gives a decay exponent of 0.236.

For one-shot GW on the infinite line, the paired terms at k = 0 are

  Σ(iε) = ∫₀^∞(dq/2π)B_q{1/[iε − (u+v)q] + 1/[iε + (u+v)q]} = −iεR(ε),
  R(ε) = ∫₀^∞(dq/π)B_q/[ε² + (u+v)²q²].

At small q, B_q is proportional to q, and the coefficient of the resulting logarithm is V₀²v/[2π²u₀(u₀+v)²] = γ, by the algebra used for S. So R ≈ γ ln(ε_c/ε), with a cutoff energy ε_c. Numerical integration gives R = 1.926 at 10⁻³ eV and 2.472 at 10⁻⁴ eV, an increase of 0.546 = γ ln 10.

To reach real ω > 0, put ε = −iω. The logarithm becomes ln(ε_c/ω) + iπ/2, and G = 1/[iε(1 + R)] yields

  A_GW(ω) = (γ/2)/{ω[(1 + γ ln(ε_c/ω))² + (πγ/2)²]}.

The singularity is 1/(ω ln²ω). The exact W has supplied the correct coefficient γ, but GW leaves it in front of a logarithm instead of in an exponent.

**Would a better G repair it?**

Give GW every advantage: the exact G as well as the exact W. At large distance r in the (x, uτ) plane, the exact G falls as r^{−1−γ}. The frequency-dependent part of W falls as cos 2θ/r², with θ measured from the τ axis, because its Fourier components are proportional to |q|e^{−u|q|τ}. The slope of their product involves one extra factor τ and an area element r dr:

  −∂Σ/∂ε ~ ∫dr r · r · r^{−3−γ} = ∫dr r^{−1−γ}.

The angular factor does not vanish: G carries e^{iθ} and τ carries cos θ, and ∫cos²θ cos 2θ dθ = π/4 over the half plane τ > 0. For γ > 0 the radial integral converges. GW with both exact inputs predicts a finite quasiparticle weight where the true weight is zero. On a ring the slope should miss its limit by an amount proportional to L^{−γ}.

Integrating numerically over τ, with the slope taken at the exact pole energy, gives 0.4079, 0.4457 and 0.4725 for the three long rings. The successive increments have the ratio 0.709; the leading law predicts 4^{−γ} = 0.720. Extrapolation with that law gives a slope of about 0.54, so Z ≈ 1/1.54 = 0.65. On the longest ring 1/(1 + slope) is 0.68, against 0.36 from one-shot GW and 0.16 exactly. With the exact G the GW pole itself moves up, by 0.37 vκ on this ring, and the weight at the shifted pole is also 0.68. Improving G alone makes the weight worse: the dressed G has lost coherent strength, and the factor Γ that would compensate is absent.

The same counting limits self-consistency at fixed exact W. Suppose the solution fell as r^{−1−γ′} with γ′ > 0. The slope would converge and there would be a quasiparticle, contrary to the assumption. Suppose instead there were a finite quasiparticle weight. Then G would fall as r^{−1}, the slope would diverge logarithmically, and the weight would vanish. Within these scaling forms neither is a solution, so self-consistent GW does not produce the power law. The argument does not determine what it produces instead.

**Where the argument holds**

Both exact statements rest on straight bands and separate conservation of the two branches. With band curvature the higher loops return, RPA is no longer exact, and the phase that removed φ no longer does so. Weak interactions on short rings have S ≪ 1, and there one-shot GW is accurate because the error in Z is S²/2 to leading order. It fails when S is of order one. At zero temperature this happens for any γ > 0 on a long enough ring, but the length grows exponentially with 1/γ: S = 1 needs about 10³ Å for the parameters above and about 10⁹ Å for V₀ = 15 eV Å (γ = 0.057). The zero-temperature results apply only while k_BT is well below the level spacing vκ, which is about 350 K and 4×10⁻⁴ K at these two lengths.

All numerical values are calculated from the stated model.
